\section*{Rabi frequency of a quantum dot shaken in a magnetic field gradient}

\section{Problem}

An electron is held in a silicon quantum dot at an oxide interface. A static field $B_0=0.50$~T along $z$ splits its spin states, and $g=2$. A micromagnet adds a field component along $x$ that grows along the direction of motion at the rate $b=1$~mT/nm. A microwave voltage moves the dot as
\begin{equation}
X(t)=x_0\cos(2\pi f t),\qquad x_0=1~\text{nm},
\end{equation}
with $f$ equal to the Larmor frequency $f_L=g\mu_BB_0/h$. Here $x_0$ is the amplitude, half the peak-to-peak travel. How fast does the spin flip, and what electric field is needed?

The Rabi frequency $f_R$ is defined by the flip probability at resonance, $P(t)=\sin^2(\pi f_Rt)$. It counts full cycles, down to up and back to down, so one flip takes $1/(2f_R)$.

\section{A tempting solution}

The moving electron feels a transverse field of amplitude
\begin{equation}
B_1=bx_0=1~\text{mT}.
\end{equation}
Seen from a frame that turns with the spin at the Larmor frequency, the static field disappears. The drive is resonant, so it turns with the frame and stands still in it. The spin therefore precesses about a constant field of 1~mT. With $g\mu_B/h=27.99$~GHz/T, the precession frequency is
\begin{equation}
\frac{g\mu_BB_1}{h}=28.0~\text{MHz}\qquad\text{(wrong)}.
\end{equation}

The fault lies in the sentence that the drive stands still in the rotating frame. A field that turns at $f$ in the same sense as the spin would do so. The field here does not turn: it swings back and forth along one fixed line. Equality of frequencies does not make the two motions the same.

\section{The right solution}

\subsection{From the dot to a spin Hamiltonian}

Take a harmonic dot of orbital frequency $f_0=\omega_0/2\pi$. A uniform oscillating force moves its ground-state density rigidly,
\begin{equation}
n(x)=\frac{1}{\sqrt{\pi}\,\ell}\,e^{-(x-X)^2/\ell^2},\qquad \ell=\sqrt{\frac{\hbar}{m\omega_0}} .
\end{equation}
The density is symmetric about $X$, so in a linear profile the mean field is $b\langle x\rangle=bX$. The size of the dot drops out.

With the Zeeman energy written as $+\tfrac12g\mu_B\mathbf B\cdot\boldsymbol\sigma$, spin up is the higher level and
\begin{equation}
\frac{H}{h}=\frac{f_L}{2}\sigma_z+\frac{A}{2}\cos\theta\,\sigma_x,
\qquad A=\frac{g\mu_Bbx_0}{h},\quad \theta=2\pi ft .
\end{equation}
The wrong answer was $A$ itself.

\subsection{The rotating frame}

Write $\psi=e^{-i\theta\sigma_z/2}\varphi$. The time derivative of the exponential contributes $(hf/2)\sigma_z$ to the left side of the Schr\"odinger equation. Moving it to the right gives
\begin{equation}
\frac{H'}{h}=\frac{f_L-f}{2}\sigma_z+\frac A2\cos\theta\;
e^{i\theta\sigma_z/2}\sigma_xe^{-i\theta\sigma_z/2}.
\end{equation}
Since $\sigma_x$ and $\sigma_z$ anticommute, the left exponential can be carried through $\sigma_x$ with its sign reversed. With $\sigma_x\sigma_z=-i\sigma_y$,
\begin{equation}
e^{i\theta\sigma_z/2}\sigma_xe^{-i\theta\sigma_z/2}
=\sigma_xe^{-i\theta\sigma_z}
=\sigma_x\cos\theta-\sigma_y\sin\theta .
\end{equation}
At resonance the first term of $H'$ vanishes. The identities $\cos^2\theta=\tfrac12(1+\cos2\theta)$ and $\sin\theta\cos\theta=\tfrac12\sin2\theta$ then give
\begin{equation}
\frac{H'}{h}=\frac A4\left[\sigma_x+\sigma_x\cos2\theta-\sigma_y\sin2\theta\right].
\end{equation}
The linear field is a sum of two circular fields, each of amplitude $B_1/2$. One follows the spin and stands still in this frame. The other turns the opposite way and appears at frequency $2f$. When $A\ll f$, it averages out over a flip, and
\begin{equation}
\frac{H'}{h}\simeq\frac A4\sigma_x .
\end{equation}
This Hamiltonian is constant, and $\sigma_x^2=1$, so
\begin{equation}
\varphi(t)=e^{-i\pi At\sigma_x/2}\varphi(0)
=\left[\cos\frac{\pi At}{2}-i\sigma_x\sin\frac{\pi At}{2}\right]\varphi(0).
\end{equation}
The $\sigma_x$ term flips the spin, hence $P=\sin^2(\pi At/2)$. Comparison with the definition gives
\begin{equation}
\boxed{f_R=\frac A2=\frac{g\mu_B\,b\,x_0}{2h}}
\end{equation}
For the present numbers,
\begin{equation}
f_R=\tfrac12\,(27.99~\text{MHz/mT})(1~\text{mT/nm})(1~\text{nm})=14.0~\text{MHz}.
\end{equation}
The angular Rabi frequency is $2\pi f_R=87.9$~rad/$\mu$s, and a flip takes $1/(2f_R)=35.7$~ns. If the quoted 1~nm were the peak-to-peak travel, $x_0$ would be 0.5~nm and the result 7.0~MHz. If the field really turned with the spin at the full 1~mT, the tempting value of 28.0~MHz would be right.

\subsection{What the discarded field does}

Consider the counter-rotating field alone, in the frame that turns with it. There the spin has the splitting $f_L+f\simeq2f_L$ and a constant transverse coupling $f_R$. Its total precession frequency is
\begin{equation}
\sqrt{(2f_L)^2+f_R^2}\simeq2f_L+\frac{f_R^2}{4f_L}.
\end{equation}
To leading order, the discarded field raises the spin frequency by $f_R^2/(4f_L)$. With $f_L=14.0$~GHz this is 3.5~kHz, far below $f_R$. The approximation fails when the drive is so strong, or $B_0$ so weak, that $f_R$ is no longer small beside $f_L$.

\section{The electric field}

Let $F=eE$ be the amplitude of the electric force. The centre of a harmonic dot obeys Newton's equation, $m\ddot X+m\omega_0^2X=F\cos(2\pi ft)$. Inserting $X=x_0\cos(2\pi ft)$ gives
\begin{equation}
x_0=\frac{eE}{m\omega_0^2}\,\frac{1}{1-f^2/f_0^2}.
\end{equation}
Take an orbital energy $\hbar\omega_0=2$~meV, so $f_0=483.6$~GHz, and the in-plane mass $0.19\,m_e$, so $\ell=14.16$~nm. The last factor is then 1.0008 and may be dropped. Using $m\omega_0^2=\hbar\omega_0/\ell^2$,
\begin{equation}
eE=\hbar\omega_0\frac{x_0}{\ell^2}
=\frac{(2\times10^{-3}~\text{eV})(1~\text{nm})}{(14.16~\text{nm})^2}
=1.0\times10^{-5}~\text{eV/nm},
\end{equation}
or $E=1.0\times10^{-4}$~MV/cm. At fixed orbital energy the required field is proportional to the mass. If the heavy axis of a silicon valley, with $0.92\,m_e$, lay along the motion, the field would have to be 4.8 times larger. The model leaves out the orbital effect of $B_0$. If $z$ is normal to the interface, the cyclotron energy is 0.3~meV, and the response along $x$ changes by only about $2\times10^{-5}$.

The gradient also lets the spin push the dot. With $c=\tfrac12g\mu_Bb$, and for motion slow enough that the kinetic energy of the centre can be ignored, completing the square gives
\begin{equation}
\begin{aligned}
\tfrac12m\omega_0^2x^2+(c\sigma_x-F_t)x
={}&\tfrac12m\omega_0^2\left(x+\frac{c\sigma_x-F_t}{m\omega_0^2}\right)^2\\
&+\frac{cF_t}{m\omega_0^2}\sigma_x-\frac{c^2+F_t^2}{2m\omega_0^2},
\end{aligned}
\end{equation}
where $F_t=F\cos\theta$ and $\sigma_x^2=1$ was used. The minimum moves by up to $c/(m\omega_0^2)=0.0058$~nm, in opposite directions for the two spin states along $x$. The term that turns the spin is still $c\,X(t)\,\sigma_x$, with $X=F_t/(m\omega_0^2)$ set by the electric force alone. At this order the push leaves $f_R$ unchanged. At the next order it lowers the resonance by $f_L\,c^2\ell^2/(\hbar\omega_0)^2=2.4$~kHz. Set against the 3.5~kHz rise from the discarded field, this leaves a net shift of about 1.1~kHz.

The orbital motion and both circular fields can also be kept together. I took eight oscillator levels with spin, multiplied short-time propagators over one drive period, and read the Rabi frequency from the phase difference between the two eigenvalues that belong to the lowest orbital. With the force fixed at $m\omega_0^2\times1$~nm, this gives 14.008~MHz, against 13.996~MHz from the boxed formula. The ratio is the factor 1.0008 found above: the dot moves slightly further than its static response.

\section{What else moves the number}

\subsection{Intrinsic spin-orbit coupling}

Suppose the interface adds a term $\alpha p\sigma_y$, and define $\lambda=\hbar/(m\alpha)$. Then
\begin{equation}
\frac{p^2}{2m}+\alpha p\sigma_y=\frac{(p+m\alpha\sigma_y)^2}{2m}-\frac{m\alpha^2}{2}.
\end{equation}
The substitution $\psi=e^{-ix\sigma_y/\lambda}\chi$ replaces $p$ by $p-m\alpha\sigma_y$ and so removes the coupling from the kinetic energy. It also turns the static Zeeman term. Because $\sigma_z\sigma_y=-i\sigma_x$,
\begin{equation}
e^{ix\sigma_y/\lambda}\sigma_ze^{-ix\sigma_y/\lambda}
=\sigma_ze^{-2ix\sigma_y/\lambda}
=\sigma_z\cos\frac{2x}{\lambda}-\sigma_x\sin\frac{2x}{\lambda}.
\end{equation}
For $x\ll\lambda$ the electron sees an extra transverse field $-2B_0x/\lambda$, which acts like a gradient. With the drive tuned to resonance, the Rabi frequency becomes
\begin{equation}
f_R=\frac{g\mu_Bx_0}{2h}\left|\,b-\frac{2B_0}{\lambda}\right| .
\end{equation}
For a chosen length $\lambda=10\,000$~nm, the second term is $2(500~\text{mT})/(10\,000~\text{nm})=0.1$~mT/nm. Alone it would give 1.4~MHz. Together with the micromagnet it gives 12.6~MHz for positive $\alpha$ and 15.4~MHz for negative $\alpha$, a change of 10\% either way. At fixed $x_0$ and $b$ this part grows with $B_0$, while the micromagnet part does not. The substitution turns the micromagnet term as well: $bx\sigma_x$ gains a part $(2bx^2/\lambda)\sigma_z$. Since $\langle x^2\rangle=\ell^2/2$ in the dot at rest, this is a static field $b\ell^2/\lambda=0.02$~mT along $z$. It moves the resonance by about 0.56~MHz, up for positive $\alpha$ and down for negative $\alpha$. The average of $\cos(2x/\lambda)$ in the Zeeman term lowers it by a further $f_L\ell^2/\lambda^2=0.03$~MHz for either sign. The net shifts are about $+0.53$ and $-0.59$~MHz, and the drive must follow. A drive left at $f_L$ would lose about 0.18\% of the flip probability for positive $\alpha$ and 0.15\% for negative $\alpha$.

The direction of the coupling matters. A term $\alpha p\sigma_x$ would give an extra field along $y$, at right angles to that of the micromagnet. The two would combine as $\sqrt{b^2+(2B_0/\lambda)^2}$, and $f_R$ would rise by only 0.5\%. A term $\alpha p\sigma_z$, parallel to the static field, would by itself drive no flips. Rashba coupling has this last form when $B_0$ lies in the plane of the interface and across the motion.

\subsection{Shape and direction of the gradient}

Let the transverse field follow $bL\sin(x/L)$, which has slope $b$ at the origin. Averaging $e^{ix/L}$ over the Gaussian density multiplies it by $e^{-\ell^2/(4L^2)}$. The gradient felt by the dot is reduced by the same factor. For $L=100$~nm it is 0.995~mT/nm, and $f_R$ falls by 0.5\%. For this sine profile, a larger dot or a shorter $L$ loses more. A profile that steepens on both sides of the origin would give a gain instead.

A gradient of the $z$ component makes the Larmor frequency oscillate at $f$. This fast modulation averages out almost completely: for 0.3~mT/nm, the same one-period calculation for the spin alone gives a relative change in $f_R$ of $4.5\times10^{-8}$. Slow displacements do not average out. They detune the spin.

\subsection{Detuning}

For a constant detuning $\Delta=f_L-f$, the rotating-frame Hamiltonian is $H'/h=\tfrac12(\Delta\sigma_z+f_R\sigma_x)$. Its square is $W^2/4$ with $W=\sqrt{\Delta^2+f_R^2}$, so the evolution operator is
\begin{equation}
\cos(\pi Wt)-i\,\frac{\Delta\sigma_z+f_R\sigma_x}{W}\sin(\pi Wt),
\end{equation}
and the flip probability is
\begin{equation}
P(t)=\frac{f_R^2}{W^2}\sin^2(\pi Wt).
\end{equation}
At $t=1/(2f_R)$ the sine differs from one by a term of order $(\Delta/f_R)^4$. The prefactor therefore sets the leading loss, $1-P\simeq\Delta^2/f_R^2$.

If $\Delta$ varies from run to run with a Gaussian spread $s$, free precession decays as $e^{-2\pi^2s^2t^2}$. Setting this equal to $e^{-(t/T_2^*)^2}$ gives $s=1/(\sqrt2\,\pi T_2^*)$. A chosen $T_2^*=1000$~ns means $s=0.225$~MHz, and the mean flip error is $(0.225/14.0)^2=2.6\times10^{-4}$. Halving $x_0$ at fixed noise makes this error four times larger.

\subsection{Vertical motion, oxide and temperature}

A static field $F_s=0.10$~MV/cm presses the electron against the oxide. In a triangular well with a hard wall, the length scale is $(\hbar^2/2m_\perp eF_s)^{1/3}$, so the mean depth varies as $F_s^{-1/3}$. A finite-difference solution with the vertical mass $m_\perp=0.92\,m_e$ gives a depth of 2.50~nm. The finite oxide barrier used below would reduce this to about 2.42~nm. A vertical microwave field as large as $E$ would change it by
\begin{equation}
\frac{2.50~\text{nm}}{3}\,\frac{1.0\times10^{-4}}{0.10}=8\times10^{-4}~\text{nm},
\end{equation}
which is negligible beside 1~nm.

Without interface charge, the oxide field is larger than $F_s$ by the permittivity ratio of about 3. It is then 0.30~MV/cm, well below a rough breakdown field of 10~MV/cm. A semiclassical tunnelling estimate for 10~nm of oxide, with a 3.1~eV barrier, a tunnelling mass of $0.42\,m_e$ and the ground-state energy over $h$ as attempt frequency, gives about $10^{-36}$ escapes per second. The exponent is sensitive to the mass: the rate runs from $10^{-29}$ at $0.3\,m_e$ to $10^{-41}$ at $0.5\,m_e$, and is negligible throughout.

Temperature enters the model only through the starting state. The Zeeman energy is 0.058~meV, and the equilibrium polarization is $\tanh(hf_L/2k_BT)$: 0.998 at 0.1~K and 0.32 at 1~K. In this model, a warm start shrinks the visible oscillation but keeps its frequency. For a chosen valley splitting of 0.2~meV, the Boltzmann factor of the upper valley is negligible at 0.1~K and about 0.1 at 1~K. The model contains one valley and leaves out any coupling of the electric drive to the valley state. It cannot be used where the Zeeman energy approaches the valley splitting, since spin and valley states may then mix.

\section{Comparison with real devices}

Silicon spin qubits with micromagnets typically have transverse gradients of some tenths of a mT/nm up to about 1~mT/nm, and Rabi frequencies of roughly 1 to 10~MHz. The gradient used here is thus at the high end, and the result of 14~MHz lies somewhat above the typical range. An orbital energy of 2~meV and a static field of 0.5~T are ordinary values. The displacement is an uncertain input, because it depends on the microwave voltage that reaches the gate and on the true shape of the confinement. In the linear regime an error in $x_0$ passes to $f_R$ in full proportion. Of the corrections to $f_R$ worked out above at fixed $x_0$, spin-orbit coupling is the largest, at 10\% for the chosen $\lambda$ and a coupling of the form $\alpha p\sigma_y$.
